Weighted Jacobi Smoothing and Multigrid for the One-Dimensional Poisson Problem

**Problem**

The potential u between two grounded plates at x = 0 and x = L obeys

−u″ = f, u(0) = u(L) = 0,

with f = 4πρ in Hartree atomic units. Use N intervals of width h = L/N, with N a power of two, and the difference matrix

(Au)_j = (2u_j − u_{j−1} − u_{j+1})/h².

A weighted Jacobi sweep replaces u by

u + ω(h²/2)(f − Au).

Coarse grids keep every second point. P is linear interpolation to the fine grid. R is full weighting, (r_{j−1} + 2r_j + r_{j+1})/4 at the kept points, so R = Pᵀ/2. A_H is the same difference matrix with spacing H = 2h. A V-cycle makes one sweep, restricts the residual, treats the coarse residual equation by the same cycle starting from zero, adds the interpolated correction and makes one more sweep. The grid with one unknown is solved exactly.

1. By what factor does a sweep multiply an error e_j = exp(iθj)? Which ω makes the largest factor on the oscillatory band π/2 ≤ |θ| ≤ π as small as possible, and how small is it? Keep this ω below.
2. How does the number of sweeps grow with N if Jacobi is used alone?
3. What does an exact coarse-grid correction do to the sine modes?
4. Find a bound, independent of N, on the error reduction per V-cycle.
5. A Gaussian charge sheet of 0.01 e/bohr² and standard deviation 1 bohr is centred at x = 6 bohr, with L = 16 bohr (model parameters). What does a reduction of the error by 10⁻⁸ cost?

**Hints**

1. The factor is linear in 1 − cos θ, so inspect the ends of the band.
2. Sine modes satisfy the boundary conditions. Look at the smoothest.
3. Modes k and N − k agree, up to sign, at the kept points. Treat them as a pair.
4. Measure errors by ‖e‖² = h e·Ae. Show that the part left by the coarse correction is controlled by the energy the sweep removes. Then assume a bound η on the coarse grid and choose η so that it reproduces itself.
5. Count the unknowns updated on all grids.

**Solution**

*1. The smoothing factor.* Let e be the iterate minus the discrete solution. Then f − Au = −Ae, and a sweep gives e → Se with S = 1 − ω(h²/2)A. Since A multiplies exp(iθj) by (2 − 2cos θ)/h², the factor is

S(θ) = 1 − ω(1 − cos θ).

On the oscillatory band 1 − cos θ runs from 1 to 2, so the largest size is

max(|1 − ω|, |1 − 2ω|).

For ω ≤ 2/3 the first entry is at least 1/3. For ω ≥ 2/3 the second is at least 1/3. Both equal 1/3 at ω = 2/3, which is therefore the best weight.

"Damping by 1/3" thus means that an oscillatory mode keeps at most a third of its amplitude. The factor is 1/3 at θ = π/2, zero at 2π/3 and −1/3 at π. A smooth mode with θ = π/4 keeps 0.80.

*2. Jacobi alone.* The modes w_k(j) = sin(kπj/N), k = 1, …, N − 1, vanish at the plates and combine θ = ±kπ/N, which share one factor. The Fourier result therefore holds with the boundaries included. Write

s = sin²(kπ/2N), c = 1 − s.

Since 1 − cos θ = 2s, the factor is σ = 1 − 4s/3. For k = 1 and large N it is about 1 − π²/(3N²). Reducing this mode by ε takes about (3N²/π²) ln(1/ε) sweeps. Smoothing by itself is not size-independent; the smooth modes need the coarse grid.

*3. The coarse-grid correction.* Take k < N/2, θ = kπ/N, w = w_k and w′ = w_{N−k}. Then

w′_j = sin(πj − θj) = −(−1)^j w_j.

Let v be w at the even points. Pv equals w at even j and (w_{j−1} + w_{j+1})/2 = cos θ w_j at odd j. Because c + s = 1 and c − s = cos θ, this is

Pv = c w − s w′.

Full weighting multiplies w by (1 + cos θ)/2 = c and w′ by (1 − cos θ)/2 = s. At even points w′ = −w, so

Rw = c v, Rw′ = −s v.

The eigenvalues of A are 4s/h² for w and 4c/h² for w′. That of A_H is

(2 − 2cos 2θ)/(4h²) = sin²θ/h² = 4sc/h².

An exact coarse solve changes the error by T = 1 − PΠ, with Π = A_H⁻¹RA. Here Πw = (4s/h²)c v/(4sc/h²) = v, and likewise Πw′ = −v. Hence

Tw = w − Pv = s(w + w′),
Tw′ = w′ + Pv = c(w + w′).

A smooth mode (s small) is nearly removed. An oscillatory one is not, and the sweep must damp it. The unpaired mode k = N/2 vanishes at the kept points, so Tw = w.

With σ′ = 1 − 4c/3, one sweep followed by T maps w + w′ to itself times

sσ + cσ′ = 1 − (4/3)(s² + c²) = −1/3 + (8/3)sc,

using s² + c² = 1 − 2sc. As 0 < sc < 1/4, this lies between −1/3 and 1/3. The middle mode has the factor 1/3. The two-grid spectral radius is thus 1/3 for every N.

*4. The V-cycle.* Four facts are needed.

First, RAP = A_H. Indeed APv = (4sc/h²)(w − w′), and R(w − w′) = (c + s)v = v. Hence ΠP = 1, TP = 0, ΠT = 0 and T² = T.

Second, with ⟨a, b⟩ = h a·Ab, and spacing H and matrix A_H on the coarse grid, R = Pᵀ/2 gives

⟨Pv, e⟩ = 2h v·RAe = H v·A_HΠe = ⟨v, Πe⟩_H.

So P and Π are adjoint. Setting e = Pv shows that P preserves the norm. Setting e → Te shows that the ranges of P and T are orthogonal.

Third, w·w = w′·w′ = N/2 and w·w′ = 0. For e = a w + b w′ and κ = 2N/h,

‖e‖² = κ(s a² + c b²),
‖TSe‖² = κ(sσa + cσ′b)²,
‖e‖² − ‖Se‖² = κ[s(1 − σ²)a² + c(1 − σ′²)b²].

By the Cauchy–Schwarz inequality,

‖TSe‖² ≤ g (‖e‖² − ‖Se‖²), g = sσ²/(1 − σ²) + cσ′²/(1 − σ′²).

Since 1 − σ² = (1 − σ)(1 + σ) = (8s/3)(1 − 2s/3),

g = (3/8)[F(s) + F(1 − s)], F(x) = (1 − 4x/3)²/(1 − 2x/3).

With y = 1 − 2x/3, F = (2y − 1)²/y = 4y − 4 + 1/y, which is convex. The sum is then also convex in s and cannot exceed its end value F(0) + F(1) = 1 + 1/3. So g ≤ 1/2. For the middle mode σ = 1/3, and the ratio is (1/9)/(8/9) = 1/8. Different pairs are orthogonal and are not mixed by S or T, so for every error

‖TSe‖² ≤ ½(‖e‖² − ‖Se‖²).

Fourth, consider the cycle without its final sweeps, with error matrix E. The exact coarse correction would be −ΠSe. Starting from zero, the coarse iterate has error ΠSe, which the coarse cycle turns into E_HΠSe. Therefore

Ee = TSe + P E_H Π Se.

The two terms are orthogonal. Suppose ‖E_H v‖² ≤ η‖v‖². Since ‖ΠSe‖² = ‖Se‖² − ‖TSe‖²,

‖Ee‖² ≤ (1 − η)‖TSe‖² + η‖Se‖²
 ≤ ½(1 − η)(‖e‖² − ‖Se‖²) + η‖Se‖².

If ½(1 − η) = η, that is η = 1/3, the terms in ‖Se‖² cancel and ‖Ee‖² ≤ ‖e‖²/3. The one-unknown grid has zero error, so induction carries the bound to every level.

The full cycle has the error matrix M = S(T + P M_H Π)S. S and T are self-adjoint in the energy product, so E* = S(T + P E_H* Π), and the relations of the first fact give

E*E = S(T + P E_H*E_H Π)S.

This is the recursion for M, with the same zero start. Hence M = E*E, and

‖M‖ = ‖E‖² ≤ 1/3.

Each V-cycle reduces the energy norm of the error at least threefold, whatever N. The proof uses a uniform grid, constant coefficients and one dimension; it does not cover other cases.

The norms computed from the full cycle are 0.165, 0.190, 0.194 and 0.195 for N = 8, 32, 128 and 512. They rise slowly over these sizes and stay below the bound.

*5. The charge sheet.* The sweeps of one cycle update

2[(N − 1) + (N/2 − 1) + …] < 4N

unknowns. Residuals and grid transfers also cost an amount proportional to N. The bound requires (1/3)^m ≤ 10⁻⁸, which m = 17 cycles satisfy. Starting from u = 0, the program needs 11 cycles at each of N = 64, 512 and 4096, with a mean factor of 0.17 per cycle.

At N = 4096 this is 179894 updates, or 43.9 per interval, below 4 × 11 = 44. Jacobi alone would need about 9.4 × 10⁷ sweeps to reduce the smoothest mode equally, against 2.3 × 10⁴ at N = 64. The grid is 64 times finer and the number of sweeps about 64² times larger.

The potential at the sheet centre is 0.42111 hartree/e, or 11.459 V, from quadrature with the Green's function. The field at the nearer plate is 4π(0.01)(10/16) = 0.079 atomic units, about 4 × 10¹⁰ V/m, far above the breakdown field of ordinary insulators. The sheet is therefore a numerical model and not a device. The problem is linear, so the cycle counts do not depend on the size of the charge. The grid values exceed the quadrature value by 2.6 × 10⁻⁴, 4.1 × 10⁻⁶ and 6.3 × 10⁻⁸ hartree/e for the three grids. From N = 64 to 512 the difference falls by 64.2, close to the 8² expected of a second-order scheme. The same scaling predicts about 6.4 × 10⁻⁸ at N = 4096; the value found there also contains the iteration error left after 11 cycles, of order 10⁻⁹. The discretization error is a separate quantity from the iteration error. For a fixed reduction the work is proportional to N. If cycles started from u = 0 must bring the iteration error down to the h² level, their number grows as ln N and the work as N ln N. The logarithm comes from the zero start. One can instead solve on the coarsest grid first and interpolate each result to the next finer grid as its starting value, with one V-cycle per grid (full multigrid). This costs fewer than 4(N + N/2 + …) = 8N updates. For this sheet, with cubic interpolation, it leaves a maximum iteration error below a tenth of the discretization error for N = 64 to 16384.

**Variation 1: no damping, ω = 1**

The sweep factor becomes cos θ, which has size 1 at θ = π: the most oscillatory mode is not damped. For one sweep and an exact coarse solve, the pair factor is

s(1 − 2s) + c(1 − 2c) = 1 − 2(1 − 2sc) = −1 + 4sc = −cos²θ.

The largest size, at k = 1, is cos²(π/N). It is 0.962 for N = 16 and 0.99985 for N = 256. Size independence is lost although the coarse grid is solved exactly.

**Variation 2: more sweeps, ω = 2/3**

Does the two-grid spectral radius for ν sweeps equal (1/3)^ν? The pair factor is sσ^ν + cσ′^ν. Let p = sc, so that 0 < p < 1/4 for the pairs, and use

s² + c² = 1 − 2p, s³ + c³ = 1 − 3p, s⁴ + c⁴ = 1 − 4p + 2p².

For ν = 2,

1 − (8/3)(1 − 2p) + (16/9)(1 − 3p) = 1/9,

because the terms in p cancel. The middle mode also gives 1/9, so the rule holds here. For ν = 3,

1 − 4(1 − 2p) + (16/3)(1 − 3p) − (64/27)(1 − 4p + 2p²)
 = (−1 + 40p − 128p²)/27.

This is largest at p = 40/256 = 5/32, where it is 17/216 ≈ 0.079, more than twice 1/27. The program finds 0.0787 at N = 256. The radius is still bounded independently of N, but the third sweep gains less than the smoothing factor suggests: intermediate modes, which the coarse grid corrects only in part, now set the rate.

Table of computed values

```
Sweep factors, omega = 2/3 (dimensionless)
  theta = pi/4 : 0.8047
  theta = pi/2 : 0.3333
  theta = 2pi/3: 0.0000
  theta = pi   : -0.3333
largest oscillatory factor: 0.333333
best weight found by scan: 0.666667
largest oscillatory factor, omega = 1: 1.0000
N = 64: max ||TSe||^2/(||e||^2-||Se||^2) = 0.49880
Two-grid spectral radius, N = 256, omega = 2/3
  1 sweep(s): 0.33333
  2 sweep(s): 0.11111
  3 sweep(s): 0.07870
Two-grid spectral radius, one sweep, omega = 1
  N =  16: 0.96194
  N = 256: 0.99985
V-cycle energy-norm factor (one sweep before, one after)
  N =   4: 0.11111
  N =   8: 0.16450
  N =  32: 0.18955
  N = 128: 0.19367
  N = 512: 0.19479
plate distance 16.0 bohr, sheet centre 6.0 bohr
width 1.0 bohr, sheet charge 0.010 e/bohr^2
centre potential, quadrature: 0.42110633 hartree/e
  the same in volts: 11.45889 V
target error reduction: 1e-08
cycles allowed by the 1/3 bound: 17
slowest Jacobi factor, N = 64: 0.999197
N = 64: 11 V-cycles, mean factor 0.1719
  unknown updates: 2618 (40.91 per interval)
  Jacobi sweeps for smoothest mode: 2.293e+04
  centre potential: 0.42136826 hartree/e
  minus quadrature: 2.62e-04 hartree/e
N = 512: 11 V-cycles, mean factor 0.1709
  unknown updates: 22264 (43.48 per interval)
  Jacobi sweeps for smoothest mode: 1.468e+06
  centre potential: 0.42111041 hartree/e
  minus quadrature: 4.08e-06 hartree/e
N = 4096: 11 V-cycles, mean factor 0.1706
  unknown updates: 179894 (43.92 per interval)
  Jacobi sweeps for smoothest mode: 9.394e+07
  centre potential: 0.42110640 hartree/e
  minus quadrature: 6.30e-08 hartree/e
error ratio N = 64 to N = 512: 64.21
```
